# Finite Top Contact to a Monolayer with a Far-End Edge Contact

Suppose metal covers the last 50 nm of a monolayer and also touches its far end. Two simple estimates of the contact resistance are available, and both can fail. If the end is ignored, the contact treated below is predicted to have $2103\ \Omega\,\mu\mathrm m$ instead of $1177\ \Omega\,\mu\mathrm m$. If the top is treated as one lumped resistor, its specific resistivity divided by the covered length, placed in parallel with the end, the prediction is $1000\ \Omega\,\mu\mathrm m$, which is too low because this rule ignores the resistance of the covered monolayer, which current must cross to reach both the end and the more distant parts of the top interface. The first estimate also says that a longer contact is always better, which is false when the end makes good contact.

## Setting and conventions

The monolayer lies under the metal for $0<x<L$. The channel joins it at $x=0$, and the far end is at $x=L$. Nothing varies across the width. The assumptions are as follows.

1. The metal is an equipotential, taken as zero.
2. The covered monolayer obeys a local Ohm's law with uniform sheet resistance $R_s$ (ohm per square).
3. The top interface is uniform and linear, with specific resistivity $\rho_c$ (resistance times area).
4. The far end is linear, with edge resistance $r_e$ (resistance times width).
5. The state is steady.

Let $V(x)$ be the electrochemical potential of the sheet, expressed as a voltage relative to the metal. Let $J(x)$ be the sheet current per unit width, positive towards increasing $x$, and let $J_0=J(0)>0$. The contact resistance is $r_C=V(0)/J_0$; the channel is excluded. Define

$$L_T=\sqrt{\rho_c/R_s},\qquad Z=\sqrt{\rho_cR_s},\qquad l=L/L_T .$$

The transfer length $L_T$ is the distance within which about 63 % of the current passes into the metal in a long contact. Three identities follow from the definitions and are used repeatedly: $L_TR_s=Z$, $L_T/\rho_c=1/Z$ and $L_TZ=\rho_c$.

## Theorem

Under assumptions 1–5, for finite positive $R_s,\rho_c,r_e,L$:

**(a)** The contact resistance is
$$r_C=Z\,\frac{r_e+Z\tanh l}{Z+r_e\tanh l}. \tag{1}$$

**(b)** If the edge is blocked, $r_e\to\infty$, then $r_C\to Z\coth l$: pure top injection. If the top is blocked, $\rho_c\to\infty$, then $r_C\to r_e+R_sL$: pure edge injection through the covered sheet. The bare edge value $r_e$ is reached as $L\to0$, whether or not the top is blocked.

**(c)** At fixed $R_s,\rho_c,r_e$, lengthening the contact lowers $r_C$ if $r_e>Z$, raises it if $r_e<Z$, and leaves it equal to $Z$ if $r_e=Z$. In all three cases $r_C\to Z$ as $L\to\infty$.

## Lemma 1: potential and current

With $u=(L-x)/L_T$ and $J_L=J(L)$,
$$V=J_L\,(r_e\cosh u+Z\sinh u),\qquad J=J_L\left(\cosh u+\frac{r_e}{Z}\sinh u\right). \tag{2}$$

**Proof.** Ohm's law in the sheet gives $dV/dx=-R_sJ$, since current flows down the potential. The current leaving through the top per unit area is $V/\rho_c$, so conservation of charge gives $dJ/dx=-V/\rho_c$. Because $dx=-L_T\,du$, both minus signs cancel:
$$\frac{dV}{du}=L_TR_sJ=ZJ,\qquad \frac{dJ}{du}=\frac{L_T}{\rho_c}V=\frac{V}{Z}.$$
Differentiating the first equation and using the second gives $d^2V/du^2=V$, so $V=A\cosh u+B\sinh u$. At $u=0$, which is the far end, $V=A$ and $dV/du=B=ZJ_L$. All current that reaches the end passes through the edge, so $A=V(L)=r_eJ_L$. This is the first formula in (2). The second follows from $J=(1/Z)\,dV/du$. ∎

## Proof of (a)

The near end is at $u=l$. Dividing the two expressions in (2) there removes $J_L$:
$$r_C=\frac{r_e\cosh l+Z\sinh l}{\cosh l+(r_e/Z)\sinh l}.$$
Multiplying numerator and denominator by $Z/\cosh l$ gives (1). ∎

The second formula in (2) also gives the fraction of the current that leaves through the edge,
$$s=\frac{J_L}{J_0}=\frac{1}{\cosh l+(r_e/Z)\sinh l}, \tag{3}$$
and the top interface carries $1-s$.

## Proof of (b), with the size of the corrections

Write $t=\tanh l$.

**Pure top.** Dividing numerator and denominator of (1) by $r_e$ and letting $r_e\to\infty$ gives $Z/t=Z\coth l$. The reduction caused by a finite $r_e$ is
$$Z\coth l-r_C=\frac{Z\,[(Z+r_et)-t(r_e+Zt)]}{t(Z+r_et)}=\frac{Z^2(1-t^2)}{t(Z+r_et)}.$$
Now $1-t^2=1/\cosh^2l$ and $t(Z+r_et)=t^2(r_e+Z\coth l)$, so
$$Z\coth l-r_C=\frac{Z^2}{\sinh^2 l\,(r_e+Z\coth l)}. \tag{4}$$
Divide by $Z\coth l$ to obtain the reduction relative to the pure top value:
$$\frac{Z}{\sinh l\cosh l\,(r_e+Z\coth l)}=\frac{1}{\cosh l\,[\cosh l+(r_e/Z)\sinh l]}=\frac{s}{\cosh l}.$$
The edge can therefore be ignored for either of two reasons: it carries little current because $r_e\gg Z\coth l$, or the contact is several transfer lengths long. In the second case $r_e$ need not be large.

**Pure edge.** Let $\rho_c\to\infty$ at fixed $R_s,r_e,L$. Then $l^2=R_sL^2/\rho_c\to0$, and $\tanh l=l-l^3/3+\dots$. Since $Zl=R_sL$ and $l/Z=L/\rho_c$,
$$Zt=R_sL-\frac{R_s^2L^3}{3\rho_c}+\dots,\qquad \frac tZ=\frac L{\rho_c}+\dots,$$
where the omitted terms are of order $\rho_c^{-2}$. Writing (1) as $(r_e+Zt)/(1+r_et/Z)$ and expanding the denominator,
$$r_C=\left(r_e+R_sL-\frac{R_s^2L^3}{3\rho_c}\right)\left(1-\frac{r_eL}{\rho_c}\right)+\dots$$
$$\phantom{r_C}=r_e+R_sL-\frac{L}{\rho_c}\left(r_e^2+r_eR_sL+\frac{R_s^2L^2}{3}\right)+\dots \tag{5}$$
This proves the edge limit. The last bracket is smaller than $(r_e+R_sL)^2$, so the first correction, relative to the pure edge value, is smaller than $L(r_e+R_sL)/\rho_c$. When that number is much less than one, the top interface can be ignored. Letting $L\to0$ in $r_e+R_sL$ leaves $r_e$. ∎

**Remark: a short contact.** If $l\ll1$ but $r_eL/\rho_c$ is arbitrary, replacing $\tanh l$ by $l$ in (1) gives
$$r_C\simeq\frac{r_e+R_sL}{1+r_eL/\rho_c}. \tag{6}$$
When also $R_sL\ll r_e$, this becomes the parallel combination of $r_e$ and $\rho_c/L$. The parallel rule thus needs a negligible sheet resistance as well as a short contact.

**Remark: a perfect edge.** For $r_e\to0$, equation (1) gives $r_C=Z\tanh l$. This tends to zero with $L$, whereas the pure top value $Z\coth l$ diverges.

## Lemma 2: growth of the contact by a slice

At fixed $R_s,\rho_c,r_e$,
$$\frac{dr_C}{dL}=R_s-\frac{r_C^2}{\rho_c},\qquad r_C(L=0)=r_e. \tag{7}$$

**Proof.** Insert a covered slice of length $dL$ at the channel side. To first order in $dL$ it places a conductance $dL/\rho_c$ in parallel with the old contact and a resistance $R_s\,dL$ in series with the result. Hence
$$r_C(L+dL)=R_s\,dL+\frac{1}{1/r_C+dL/\rho_c}=r_C+R_s\,dL-\frac{r_C^2}{\rho_c}\,dL .$$
At zero length only the edge remains. ∎

## Proof of (c)

Since $R_s=Z^2/\rho_c$, equation (7) reads $dr_C/dL=-(r_C-Z)(r_C+Z)/\rho_c$. Let $w=(r_C-Z)/(r_C+Z)$. Then
$$\frac{dw}{dL}=\frac{2Z}{(r_C+Z)^2}\frac{dr_C}{dL}=-\frac{2Z}{\rho_c}\,w=-\frac{2w}{L_T},$$
and therefore
$$\frac{r_C-Z}{r_C+Z}=\Gamma e^{-2L/L_T},\qquad \Gamma=\frac{r_e-Z}{r_e+Z}. \tag{8}$$
The left side increases with $r_C$. If $\Gamma>0$, it falls towards zero as $L$ grows, and $r_C$ falls towards $Z$. If $\Gamma<0$, it rises towards zero, and so does $r_C$ towards $Z$. If $\Gamma=0$, then $r_C=Z$ at every length. ∎

The physical reason is a competition within each slice: it adds interface area, but it also moves the edge farther from the channel. The new area wins when $r_C^2/\rho_c>R_s$, that is, when $r_C>Z$.

**Corollary: bounds.** For finite positive parameters,
$$\frac{1}{1/r_e+L/\rho_c}<r_C<\min\,(Z\coth l,\ r_e+R_sL). \tag{9}$$
The right side of (4) is positive, which gives the first upper bound. Equation (7) gives $dr_C/dL<R_s$; integration from $r_e$ gives the second. For the lower bound, (7) also gives
$$\frac{d}{dL}\frac1{r_C}=-\frac{1}{r_C^2}\frac{dr_C}{dL}=\frac1{\rho_c}-\frac{R_s}{r_C^2}<\frac1{\rho_c},$$
so integration yields $1/r_C<1/r_e+L/\rho_c$.

The second upper bound clarifies part (c). If the edge stays in place and a sheet of the same $R_s$ is either covered or left bare, covering it lowers the resistance. What can raise $r_C$ is moving the edge away.

**Corollary: sensitivity to the edge.** Differentiating (1) gives
$$\frac{\partial r_C}{\partial r_e}=\frac{Z[(Z+r_et)-t(r_e+Zt)]}{(Z+r_et)^2}=\frac{Z^2(1-t^2)}{(Z+r_et)^2}=s^2. \tag{10}$$
The edge dissipates $r_eJ_L^2$ per unit width out of a total $r_CJ_0^2$. Its share, $s^2r_e/r_C$, is therefore also the relative change of $r_C$ per small relative change of $r_e$.

## Worked example

The parameters are rough typical values for a metal contact to an n-type monolayer transition-metal dichalcogenide transistor at 300 K; $r_e$ is a chosen value. The covered sheet has density $n=2\times10^{13}\ \mathrm{cm^{-2}}$ and mobility $\mu=50\ \mathrm{cm^2/Vs}$, so $R_s=1/(en\mu)=6242\ \Omega$ per square. With $\rho_c=10^{-6}\ \Omega\,\mathrm{cm^2}=100\ \Omega\,\mu\mathrm m^2$,
$$Z=\sqrt{6242\times100}=790\ \Omega\,\mu\mathrm m,\qquad L_T=\sqrt{100/6242}\ \mu\mathrm m=126.6\ \mathrm{nm}.$$
For $L=50$ nm, $l=0.395$ and $\tanh l=0.3757$. With $r_e=2000\ \Omega\,\mu\mathrm m$,
$$r_C=790\times\frac{2000+790\times0.3757}{790+2000\times0.3757}=1177\ \Omega\,\mu\mathrm m .$$

Blocking the edge gives $2103\ \Omega\,\mu\mathrm m$. Blocking the top gives $2000+312=2312\ \Omega\,\mu\mathrm m$. Neither limit applies: the edge carries 47.5 % of the current and the top 52.5 %. The parallel rule gives $1000\ \Omega\,\mu\mathrm m$, which is 15 % below $r_C$. Equation (6), with $r_eL/\rho_c=1$, gives $2312/2=1156\ \Omega\,\mu\mathrm m$, which is 2 % below. The edge accounts for 38 % of the dissipation, so a 10 % error in $r_e$ changes $r_C$ by about 4 %.

Equation (8) gives the length at which $r_C=1.1Z$. There the left side is $0.1/2.1$, so $L=(L_T/2)\ln(21\,\Gamma)$. Here $\Gamma=1210/2790=0.434$ and $L=140$ nm. Without the edge, $\Gamma=1$ and $L=193$ nm.

A better edge reverses the trend. With $r_e=300\ \Omega\,\mu\mathrm m$ and all else fixed, $r_C$ rises from 352 to 522 to $790\ \Omega\,\mu\mathrm m$ as $L$ goes from 10 to 50 to 500 nm. With $r_e=2000\ \Omega\,\mu\mathrm m$ it falls from 1719 to 1177 to $790\ \Omega\,\mu\mathrm m$. At 500 nm the edge hardly matters.

Equation (1) was tested against a network of 4000 resistor cells solved from Kirchhoff's laws. Thirty random contacts had $0.1<l<4$ and $r_e/Z$ between 0.01 and 100; the largest relative difference was $1.2\times10^{-7}$. This tests the solution of the model, not its assumptions.

## Real contacts and the limits of the model

Contact resistances of real monolayer transistors are often between a few hundred and many thousands of $\Omega\,\mu\mathrm m$, so the result is in the usual range. The density is on the high side. Real devices can break the assumption of linear interfaces. To size this, both interfaces were given a current proportional to $\sinh(V/V_s)$ with $V_s=2kT/e=51.7$ mV and the same small-voltage resistance. The ratio $V(0)/J_0$ is then $1153\ \Omega\,\mu\mathrm m$ at $20\ \mu\mathrm{A}/\mu\mathrm m$, 2 % below the linear value, and $898\ \Omega\,\mu\mathrm m$ at $100\ \mu\mathrm{A}/\mu\mathrm m$, 24 % below. A rectifying interface would need a different law for each current direction.

Temperature can matter more. If mobility falls as $T^{-3/2}$ and nothing else changes, $r_C$ at 400 K is $1269\ \Omega\,\mu\mathrm m$. If both interface resistances also follow the exponential factor of a 0.10 eV thermionic barrier, it is $633\ \Omega\,\mu\mathrm m$, 46 % below the 300 K value. This keeps the exponential factor only; adding thermionic prefactors of $1/T$ for the top and $T^{-1/2}$ for the edge would give about $540\ \Omega\,\mu\mathrm m$. Tunnelling is contained in $\rho_c$ and $r_e$, which the model takes as inputs.

The estimated changes in density and temperature are small at $20\ \mu\mathrm{A}/\mu\mathrm m$. The junction voltage changes the carrier density by about 2 % through an assumed 0.3 nm vacuum gap; at fixed gate voltage, a gate dielectric equivalent to about 1 nm of silicon dioxide below the sheet would add a similar amount, and a thicker one less. If all the Joule heat released in the contact enters the covered sheet and leaves through an interface with an assumed heat conductance of $20\ \mathrm{MW/m^2K}$, the sheet is on average about 0.5 K warmer than the metal. Heat released directly in the metal would make this difference smaller. At $100\ \mu\mathrm{A}/\mu\mathrm m$ these estimates become 8 % and 9 K. Peltier heat at the junction is not included. For the band model used below, the Peltier coefficient of the sheet is about 26–37 mV, depending on the scattering law. If that heat is also exchanged with the sheet, it adds or removes, according to the current direction, about 0.5–0.7 K at $20\ \mu\mathrm{A}/\mu\mathrm m$ and 3–4 K at $100\ \mu\mathrm{A}/\mu\mathrm m$. Here and below, the junction voltages are those of the $\sinh$ law above. The lateral field in the sheet then reaches 0.006 MV/cm, far below a rough breakdown scale of 1 MV/cm. The junction voltage alone puts a much larger field across the assumed gap: about 0.8 MV/cm at $20\ \mu\mathrm{A}/\mu\mathrm m$ and 3 MV/cm at $100\ \mu\mathrm{A}/\mu\mathrm m$. Charge exchanged between the metal and the sheet also sets up a field without any current, about 4 MV/cm for a tenth of the carrier density. The model does not establish that a real interface stays linear or stable at such fields. A metal film of $2.5\ \Omega$ per square adds at most $0.13\ \Omega\,\mu\mathrm m$.

The local Ohm's law needs a contact much longer than the mean free path. For an isotropic model mass of $0.5\,m_e$ and two valleys, the backscattering path is about 5 nm. That is short compared with 50 nm, but the 10 nm entries are only indicative. The quantum resistance of one contact, about $15\ \Omega\,\mu\mathrm m$, is near 1 % of $r_C$. The product of Fermi wavevector and the ordinary transport mean free path, which is shorter than the backscattering path, is about 2, not much greater than one, so obtaining $R_s$ from a simple mobility picture is itself rough. A measured $R_s$ of the covered sheet would remove that step and leave (1) unchanged.

For design, shortening the contact lowers $r_C$ when $r_e<Z$, provided that $r_e$, $R_s$ and $\rho_c$ stay fixed and the contact remains in the linear, diffusive regime. The numerical output lists the remaining values.

## Computed results

```
Largest relative network-formula difference: 1.2e-07
Temperature: 300 K
Carrier density under metal: 2.0e+13 cm^-2
Mobility under metal: 50 cm2/Vs
Top-interface resistivity: 1.0e-06 ohm cm2
The same resistivity: 100 ohm um2
Edge resistance r_e: 2000 ohm um
Contact length L: 50 nm
Sheet resistance R_s: 6242 ohm/sq
Transfer length L_T: 126.6 nm
Long-contact resistance Z: 790.0 ohm um
Reduced length l: 0.3950;  tanh l: 0.3757
Contact resistance r_C: 1177.2 ohm um
Network value of r_C: 1177.2 ohm um
Pure top value: 2103.0 ohm um
Sheet term R_s L: 312.1 ohm um
Pure edge value r_e + R_s L: 2312.1 ohm um
Parallel estimate: 1000.0 ohm um
Current share: edge 0.4750, top 0.5250
Edge share of dissipation: 0.3833
Sensitivity d r_C/d r_e: 0.2256
Length for 1.1 Z: 139.8 nm with edge
Length for 1.1 Z: 192.7 nm top only
Table in ohm um: r_e=2000, r_e=300, top only
  L=10 nm: 1719.2, 351.8, 10020.8
  L=20 nm: 1520.6, 400.0, 5041.5
  L=50 nm: 1177.2, 522.3, 2103.0
  L=100 nm: 945.0, 656.1, 1199.9
  L=200 nm: 819.6, 760.5, 860.0
  L=500 nm: 790.3, 789.8, 790.6
Nonlinearity voltage scale 2kT/e: 51.7 mV
Assumed interface gap: 0.3 nm
Assumed heat conductance: 20 MW/m2K
Drive current: 20 uA/um
  nonlinear V/J: 1153.1 ohm um; V: 23.1 mV
  density change, upper estimate: 2.1 %
  junction field: 0.77 MV/cm
  largest lateral field: 0.0012 MV/cm
  self-heating: 0.46 K
Drive current: 100 uA/um
  nonlinear V/J: 898.5 ohm um; V: 89.8 mV
  density change, upper estimate: 8.3 %
  junction field: 2.99 MV/cm
  largest lateral field: 0.0062 MV/cm
  self-heating: 8.98 K
Metal sheet: 2.5 ohm/sq; added r at most 0.125 ohm um
Model mass: 0.5 m_e; valleys: 2
Fermi level above band edge: 1.68 kT
Quantum resistance, one contact: 14.8 ohm um
Backscattering mean free path: 4.74 nm
Disorder parameter k_F times path: 2.07
r_C at 400 K, sheet change only: 1269.0 ohm um
r_C at 400 K, also 0.10 eV barriers: 633.3 ohm um
```
